Haydock recursion for a defect in a gapped host: moments and tails

Before a level found in the gap of a defect calculation is used as a donor or trap level, two choices have to be made: how many recursion levels to compute, which fixes the size of the cluster, and what to attach after the last one. With an unsuitable ending a sharp gap level can acquire a width that is not physical, and the density in the bands ripples.

**Quantities and recursion**

Let H be a real symmetric Hamiltonian of finite range in an orthonormal orbital basis, and |0) the defect orbital. The algebra is in atomic units, the numbers are in eV and Å. Define

G(E) = (0|(E − H)⁻¹|0)
ρ(E) = −(1/π) Im G(E + i0)
μ_m = (0|Hᵐ|0) = ∫ Eᵐ ρ(E) dE

Here ρ is the local density of states and μ_m its moments. With b₀ = 0, the recursion is

a_k = (k|H|k)
|u) = (H − a_k)|k) − b_k|k−1)
b_{k+1} = ‖u‖, |k+1) = |u)/b_{k+1}

The vectors are orthonormal by induction. First, (k|u) = a_k − a_k = 0. Next, (k−1|u) = (k−1|H|k) − b_k = 0, because H|k−1) contains |k) with coefficient b_k. For j < k−1, H|j) reaches no further than |j+1), so (j|H|k) = 0. In this basis H is a tridiagonal matrix J: a chain with site energies a_k and couplings b_k.

Let G_k be the end-site Green function of the chain that starts at level k. Driving level k with unit strength gives

(E − a_k)x_k − b_{k+1}x_{k+1} = 1
x_{k+1} = G_{k+1} b_{k+1} x_k

The second line holds because the rest of the chain is driven through b_{k+1}. Since x_k = G_k, elimination gives

G_k = 1/(E − a_k − Γ_{k+1}), Γ_k = b_k² G_k

and G = G₀. The tail, or terminator, is the function used for Γ_n.

**What n levels guarantee**

Take n levels, a₀…a_{n−1} and b₁…b_{n−1}, and let J_n be their n×n matrix, with first unit vector e₀. For j ≤ n−1, Hʲ|0) has not left these levels, so its components are those of J_nʲe₀. Any m from 1 to 2n−1 can be written m = i + 1 + j with i, j ≤ n−1. Therefore

μ_m = (Hⁱ0|H|Hʲ0) = e₀ᵀ J_nⁱ J_n J_nʲ e₀ = e₀ᵀ J_nᵐ e₀

With μ₀ = 1, this makes 2n moments, μ₀ to μ_{2n−1}.

The next moment shows the first error. μ_{2n} is a sum over closed walks of 2n steps on the chain. One of them leaves the block: n steps out to level n and n steps back. Hence

μ_{2n} − e₀ᵀ J_n²ⁿ e₀ = b₁²b₂²…b_n²

A tail that behaves as B/E at large E replaces b_n² by B in that walk. It keeps the 2n moments and leaves the error b₁²…b_{n−1}²(b_n² − B). The moments therefore do not select the tail.

**Why a gap forbids constant coefficients**

Suppose a_k → a and b_k → b. Then J is a uniform chain plus a tridiagonal matrix K whose entries tend to zero. K is a norm limit of finite matrices, so it is compact. Call an energy E essential for J if there are normalized trial vectors that converge weakly to zero with (J − E)ψ → 0. All band energies are essential; an energy in a gap, where at most isolated levels lie, is not. K sends such vectors to zero, so J and the uniform chain have the same essential energies. For the uniform chain these are a + 2b cos θ, one interval without a gap. Two separated bands therefore exclude constant limits.

The simplest alternative is a tail with energies α, β, α, … . Let B₁ = b₁′² be the squared coupling into an α level and B₂ = b₂′² that from α to β. With x = E − α and y = E − β, going round one period gives

Γ = B₁/[x − B₂/(y − Γ)]

Clearing the fractions,

Γ(xy − xΓ − B₂) = B₁y − B₁Γ
xΓ² − (xy + B₁ − B₂)Γ + B₁y = 0

The discriminant is

(xy + B₁ − B₂)² − 4B₁xy = (xy − B₁ − B₂)² − 4B₁B₂

With c = xy − B₁ − B₂ the solution is

Γ = [xy + B₁ − B₂ − c√(1 − 4B₁B₂/c²)]/(2x)

At large E the product c√(…) tends to c, the numerator to 2B₁, and Γ to B₁/E, as it must. The principal root has its cut where c is real and |c| ≤ 2√(B₁B₂), that is

(b₁′ − b₂′)² ≤ xy ≤ (b₁′ + b₂′)²

Since xy = (E − (α+β)/2)² − ((α−β)/2)², the two bands are mirror images about (α+β)/2. A period-2 limit therefore requires equal band widths.

This condition matters in practice. I took two bands of equal weight, each with density proportional to 1/√((E−E_low)(E_high−E)), and compared coefficients two levels apart for levels 30 to 59. For bands [−3, −1] and [1, 3] eV the largest change |a_{k+2}−a_k| + |b_{k+2}−b_k| was 1×10⁻¹⁰ eV. For [−4, −1] and [1, 2] eV it was 1.75 eV. In the second case the coefficients still oscillate, but not with period 2, and the tail above must not be used.

**A host with a known answer**

Consider a honeycomb lattice with site energies +D and −D on its two sublattices and nearest-neighbour hopping t. Write H = DS + T, where S = ±1 labels the sublattice. T changes sublattice, so ST = −TS. Started on a +D site, the recursion of T alone has zero diagonal coefficients, and |k) lies on one sublattice with S|k) = (−1)ᵏ|k). Adding DS changes none of the vectors:

a_k = (−1)ᵏD, with b_k independent of D

A defect that shifts the starting site by U adds U|0)(0|, which changes a₀ to D + U and nothing else.

The first couplings follow by counting. |0) has three neighbours, so b₁ = √3 t. Two hops reach six second neighbours with amplitude t² each, so b₁b₂ = √6 t² and b₂ = √2 t. T has the single band [−3t, 3t], so if b_k converges, its limit is 3t/2. The tail then has B₁ = B₂ = B = (3t/2)², and the host bands are D ≤ |E| ≤ W with W = √(D² + 9t²).

An independent reference comes from Bloch states. With f the sum of the three nearest-neighbour phase factors, inverting the 2×2 matrix E − H(k) and averaging over the Brillouin zone gives the host function

g(E) = (E + D)⟨1/(E² − D² − t²|f|²)⟩

The Dyson equation G = g + gUG gives G = g/(1 − Ug), so a gap level E_b obeys Ug(E_b) = 1. Near it, 1 − Ug ≈ −Ug′(E − E_b), and with g = 1/U the weight on the defect site is

Z = −1/(U²g′(E_b))

In the gap g′ = −(0|(E−H)⁻²|0) < 0. For this two-dimensional host g falls from 0 at −D to −∞ at +D, so every U < 0 gives one gap level. Below the valence band g likewise falls from 0 at −∞ to −∞ at −W, logarithmically, so every U < 0 also binds a second level below −W.

Two limits are useful. For U → −∞ the level tends to −D. For weak U it approaches +D. Near the two zone corners |f| ≈ 3qd/2, with d the bond length and q the distance from the corner; the cell area is 3√3d²/2. The zone average of 1/(D² − E² + t²|f|²) is then, to leading logarithm, ln[Λ/(D² − E²)]/(√3πt²), with Λ ≈ 9t² an effective cutoff. Setting 2D|U| times this equal to 1 gives

D − E_b ≈ (Λ/2D) exp[−√3πt²/(2D|U|)]

Such exponentially shallow levels are the hard case for a finite chain.

**How fast the gap level converges**

Deep in the chain, bψ_{k+1} + bψ_{k−1} = (E − a_k)ψ_k with b = 3t/2. Applying this twice gives

(E² − D²)ψ_k = b²(ψ_{k+2} + 2ψ_k + ψ_{k−2})

Inserting ψ_{k+2} = −e^(−2κ)ψ_k,

sinh κ = √(D² − E²)/(2b)

A constant tail spanning both outer edges obeys Γ = (W²/4)/(E − Γ), so

Γ = E/2 − (i/2)√(W² − E²)

Its imaginary part is nonzero throughout the gap. Let ψ now be the gap state of the n-level chain without a tail. Let E₀ be its energy. With the tail attached, the level obeys 1 = Γ_n(n−1|(E − J_n)⁻¹|n−1), and near E₀ this matrix element is |ψ_{n−1}|²/(E − E₀) + R, with R the real contribution of the other chain states. To leading order in |ψ_{n−1}|² the level shifts by Γ_n|ψ_{n−1}|²/(1 − Γ_nR), which gives it a false full width 2|Im Γ_n||ψ_{n−1}|²/|1 − Γ_nR|², proportional to e^(−2κn) for n of one parity. Γ_n is not small, so the denominator cannot be dropped: in the example below, dropping it makes the width 6 to 9% too small for even n and about six times too large for odd n. The period-2 tail has real Γ in the gap, because xy < 0 makes |c| > 2B.

**Pseudocode**

```
input: H, defect site, n, host band edges
build all sites within n hops of the defect
q[0] = defect orbital
for k = 0 .. n-1:
    r = H q[k];  a[k] = q[k]·r
    twice: r = r - Σ_{j≤k} q[j] (q[j]·r)
    b[k+1] = |r|;  q[k+1] = r / b[k+1]
check that a, b approach a period-2 pattern
choose α as the pattern's energy at level n
function D0(E):
    Γ = tail(E)
    for k = n-1 down to 1: Γ = b[k]² / (E - a[k] - Γ)
    return E - a[0] - Γ
gap levels: real zeros of D0
bands: ρ = -(1/π) Im 1/D0(E + iη), η > 0
repeat with larger n
```

**Worked example**

Take t = 2.5 eV, D = 3.0 eV, U = −3.0 eV and a bond of 1.45 Å. The bands cover 3.000 to 8.078 eV and the mirror interval; zero energy is mid-gap. The cluster has 14,450 sites and the chain 80 levels.

The computed a_k are 0, −3, 3, −3, … eV. The first couplings, 4.3301 and 3.5355 eV, equal √3 t and √2 t. The last two, 3.7801 and 3.7203 eV, still alternate, about 0.8% above and below the limit 3.75 eV. I conjecture that this slow decay comes mainly from the zero in the density of T at its band centre, with a smaller contribution from the other singularities inside the band.

For n = 6, μ₂ = a₀² + b₁² = 18.75 eV² and μ₃ = a₁b₁² = −56.25 eV³, since a₀ = 0. The last guaranteed moment, μ₁₁ = −6.55514×10⁸ eV¹¹, agrees between powers of H, the bare chain and the chain with its tail. The bare chain misses 9.36985×10⁶ eV¹² of μ₁₂, which is the product b₁²…b₆². With the tail the error is

(9.370×10⁶/11.165) × (11.165 − 14.063) = −2.43×10⁶ eV¹²

where 11.165 and 14.063 eV² are b₆² and B. The direct difference, 6.758093×10⁹ − 6.760525×10⁹ = −2.432×10⁶ eV¹², agrees.

With the period-2 tail the gap level is 2.0411, 2.0605 and 2.0612 eV for n = 6, 10 and 20. The zone integral gives 2.0612 eV (0.0757 hartree), 0.939 eV below the conduction edge. The state has weight 0.567 on the defect site and an rms radius of 2.06 Å. The rest of the site's spectral weight is 0.136 in the conduction band and 0.297 below the gap. The latter figure, listed as valence weight in the numerical output, consists of 0.286 in the valence band and 0.011 in the shallow level 3.7 meV below −W.

At this energy sinh κ = √(9 − 4.249)/7.5 = 0.291, so κ = 0.287, and four more levels should reduce a false width by e^(−8κ) = 0.10. With the constant tail the full width is 0.166, 0.0147 and 0.0015 eV for n = 6, 10 and 14: factors of 0.09 and 0.10. In the defect-free host the same tail leaves a false gap weight of 3.3×10⁻³ at n = 10 and 2.8×10⁻⁵ at n = 40, not counting the last 0.01 eV before each band edge, where κ is small and the false density decays most slowly.

The two tails also differ inside the bands. The table gives the summed absolute error of the defect density relative to the summed reference density, on the same 150 energies per band and with η = 0.01 eV throughout. The constant-tail entries depend on this sampling at the level of 0.02: with 3000 energies per band they are 0.58, 0.49 and 0.38.

| n | constant tail | period-2 tail |
|---|---|---|
| 20 | 0.60 | 0.031 |
| 40 | 0.51 | 0.018 |
| 80 | 0.37 | 0.010 |

The constant tail is mismatched at the junction by an amount that does not shrink with n. At E = 5.5 eV and even n it supplies Γ = 2.75 − 2.96i eV, whereas the period-2 chain requires 4.25 − 5.45i eV. The reflected wave returns to the defect as a ripple. The slow decrease of the error in the table comes from the broadening η; as η → 0 the error stays roughly constant with n. In the bands ψ_{k+2} = e^(2iθ)ψ_k gives E² = D² + 4b²cos²θ, so η adds an imaginary part of size η/v to θ, with v = |dE/dθ| = 2b²|sin 2θ|/|E|, and a round trip of 2n levels is damped by e^(−2nη/v). At 5.5 eV v is 4.96 eV, and this factor falls from 0.92 at n = 20 to 0.72 at n = 80. A constant tail can thus serve for low moments and smooth integrals, but not for the pointwise density.

**Cost and supercells**

In two dimensions the cluster grows as n². The sparse products then cost of order n³, full reorthogonalization n⁴, and storing the vectors n³. Here the 80 vectors take about 9 MB in double precision.

In a periodic supercell sampled at one k point, a walk from the defect to its nearest image counts as closed. If that path has L hops, moments with m < L are those of the isolated defect, which supports n ≤ L/2 levels. Further levels describe the periodic array.

**Stability and failure modes**

*Lost orthogonality.* The overlap p_k = (ψ_b|k) with the gap state obeys the chain recurrence, which has solutions e^(−κk) and e^(+κk). Rounding seeds the growing one. From 10⁻¹⁶ it would reach order one after about 37/0.287 ≈ 130 levels in this example, and sooner for larger κ. Reorthogonalization removes it.

*Wrong parity of the tail.* If n is even and the tail starts with −D instead of +D, two −D levels become neighbours. For a state symmetric about that bond, with ψ₁, ψ₂, … counted outward and ψ_{k+2} = −qψ_k, the chain equations give E + D = b(1 − q) and q = (E + D)/(D − E). Eliminating q,

E² − 2bE − D² = 0, E = b − √(b² + D²)

This is a false gap level, which for large n approaches −1.05 eV here, with q = 0.48. For odd n it approaches +1.05 eV. At small n the couplings still differ from b and the level is shifted, by about 0.1 eV at n = 10. Its weight on the defect falls with n, but it remains a sharp peak.

*Shallow levels.* As E_b → D, κ tends to zero and the required n grows as 1/κ.

*Root search.* Search for zeros of E − a₀ − Γ₁. G itself is infinite at the level, and evaluating it there produces an invalid number.

*Other hosts.* Hopping within a sublattice breaks ST = −TS, so a_k = (−1)ᵏD no longer holds. The moment theorem survives, but the band edges and the pattern must be examined again.

**Relation to a real material**

The parameters have the rough size of those for a carbon atom on a boron site in a boron nitride monolayer, where the two sublattices produce the staggered gap. The model has one p_z orbital per site and no self-consistency, so 2.06 eV is a model level, not a prediction. Assumed corrections, applied one at a time, show its sensitivity. A second-neighbour hopping of +0.1 eV reduces the depth by 0.11 eV; the opposite sign increases it. Weakening the three defect bonds by 10% lowers the level by 0.24 eV, and a potential of −1 eV on the three neighbours lowers it by 0.13 eV.

On-site repulsion is the largest of the effects sized. In mean field, one electron in ψ raises the empty opposite-spin level by the repulsion times Σψ⁴ = 0.333. For an assumed 4 eV this is 1.3 eV, more than the depth of the level, so first-order theory no longer places the empty level in the gap. By comparison, kT at 300 K is 0.026 eV. Lattice relaxation energies and the long-range field of a charged defect are not included. For a real defect, these interactions have to be settled before the millielectronvolt convergence of the chain has any meaning. The full set of values is in the numerical output below.

Computed results

```
hopping t = 2.5 eV, stagger D = 3.0 eV, defect shift U = -3.0 eV
bond length = 1.45 angstrom, cluster sites = 14450
band edges: 3.000 and 8.078 eV, and their negatives
a_0..a_4 with defect (eV): 0.0000 -3.0000 3.0000 -3.0000 3.0000
b_1..b_6 (eV): 4.3301 3.5355 4.3301 3.2275 4.2817 3.3414
b_77..b_80 (eV): 3.7732 3.7227 3.7801 3.7203
limit of b = 3.7500 eV
moments with n = 6 levels: direct, bare chain, period-2 tail
 mu_2 (eV^2): 1.87500000e+01 1.87500000e+01 1.87500000e+01
 mu_3 (eV^3): -5.62500000e+01 -5.62500000e+01 -5.62500000e+01
 mu_4 (eV^4): 7.54687500e+02 7.54687500e+02 7.54687500e+02
 mu_11 (eV^11): -6.55514383e+08 -6.55514383e+08 -6.55514383e+08
 mu_12 (eV^12): 6.75809345e+09 6.74872360e+09 6.76052532e+09
mu_12 missing from bare chain = 9.369850e+06 eV^12
product b_1^2..b_6^2 = 9.369850e+06 eV^12
period-2 drift, equal bands [-3,-1],[1,3]: 1.24e-10 eV
period-2 drift, unequal bands [-4,-1],[1,2]: 1.752 eV
gap level, period-2 tail, n = 6: 2.041092 eV
gap level, period-2 tail, n = 10: 2.060475 eV
gap level, period-2 tail, n = 20: 2.061187 eV
gap level, period-2 tail, n = 40: 2.061189 eV
gap level, zone integral: 2.061189 eV = 0.075747 hartree
level below conduction edge: 0.9388 eV
weight on defect site: chain 0.56704, zone 0.56704
site weight in valence band 0.29741, conduction band 0.13555
rms radius of gap state = 2.056 angstrom
false host gap weight, constant tail, n = 10: 3.283e-03
false host gap weight, constant tail, n = 40: 2.802e-05
false level width, constant tail, n = 6: 0.16625 eV
false level width, constant tail, n = 10: 0.01470 eV
false level width, constant tail, n = 14: 0.00149 eV
relative LDOS error in bands, broadening 0.01 eV:
 n = 20: constant 0.5970, period-2 0.0309
 n = 40: constant 0.5130, period-2 0.0181
 n = 80: constant 0.3703, period-2 0.0097
neglected effects (rough assumed strengths):
 2nd-neighbour hopping 0.1 eV: depth changes -0.1116 eV
 defect hopping times 0.9: level moves -0.2430 eV
 neighbour potential -1.0 eV: level moves -0.1266 eV
 sum of psi^4 = 0.3329; repulsion 4.0 eV splits by 1.332 eV
 kT at 300 K = 0.02585 eV; depth/kT = 36.3
```
